# Ground doublet and g values of a tetragonal low-spin d⁵ ion

## Problem

A $d^5$ ion sits in an octahedron distorted along $z$ (symmetry $D_{4h}$). The cubic splitting $10Dq$ is taken as infinite, so only the six states of $t_{2g}^5$ are kept. The spin-orbit coupling is $\sum_i \lambda\,\mathbf L_i\cdot\mathbf s_i$ with $\lambda>0$, and $\Delta=\varepsilon_{xy}-\varepsilon_{xz,yz}$ is the tetragonal splitting of the electron levels. The Zeeman term is $H_Z=\mu_B\mathbf B\cdot(g_e\mathbf S+k\mathbf L)$, with $\mathbf L,\mathbf S$ the five-electron totals in units of $\hbar$ and $k>0$ an isotropic orbital reduction factor. Let $\delta=\Delta/\lambda$.

(a) Reduce the Hamiltonian to an effective $l=1$, $S=\tfrac12$ problem and relate the sign of $\Delta$ to the distortion.

(b) Find the levels and the ground doublet in terms of a mixing angle $\theta$.

(c) Derive $g_\parallel$ and $g_\perp$ to linear order in $B$, and decide which signs have physical meaning.

(d) Follow both along $-\infty<\delta<\infty$ and eliminate $\theta$.

(e) Recover $\delta$ and $k$ from the $g$ values.

(f) Evaluate the results for $\lambda=0.40$ eV, $\Delta=+0.10$ eV, $k=0.8$, and compare with the full $d^5$ shell at finite $10Dq$.

## Solution

### (a) Effective Hamiltonian

For one electron, $L_z=-i(x\partial_y-y\partial_x)$ gives
$$L_z\,yz=-i\,zx,\qquad L_z\,zx=+i\,yz,\qquad L_z\,xy=-i(x^2-y^2).$$
The last result is an $e_g$ orbital and is removed by projection on $t_{2g}$. For $p$ orbitals $L_zx=+iy$, $L_zy=-ix$, $L_zz=0$. With $(yz,zx,xy)\leftrightarrow(x,y,z)$, three functions of equal norm, the projected $L_z$ is minus the $p$ matrix, and cyclic permutation gives the same for $L_x,L_y$. The projected one-electron $\mathbf L$ is therefore $-\boldsymbol\ell$, where $\boldsymbol\ell$ is an angular momentum with $\boldsymbol\ell^2=2$, and the projector on $xy$ is $1-\ell_z^2$.

The five-electron states are $|h_b\rangle=c_b|\text{full}\rangle$, with $b$ one of six spin orbitals. Let $O=\sum O_{pq}c_p^\dagger c_q$ act on $|h_b\rangle$ inside $t_{2g}$. Terms with $p=q\neq b$ return $|h_b\rangle$. Terms with $p=b$, $q\ne b$ give $c_b^\dagger c_qc_b|\text{full}\rangle=-|h_q\rangle$. All others vanish. Adding and subtracting $O_{bb}|h_b\rangle$,
$$O|h_b\rangle=(\operatorname{Tr}O)|h_b\rangle-\sum_qO_{bq}|h_q\rangle ,$$
so the five-electron matrix is $\operatorname{Tr}O-O^{T}$. The map $A\to-A^T$ preserves commutators, since $[A^T,B^T]=-[A,B]^T$. With $P$ the projector on $t_{2g}^5$, define $\mathbf l=-P\mathbf LP$. The operators $-\boldsymbol\ell$ and $\mathbf s$ are traceless, so $\mathbf l=-\boldsymbol\ell^T$ and $\mathbf S=-\mathbf s^T$; these are angular momenta with $l=1$ and $S=\tfrac12$. The spin-orbit term $-\lambda\,\boldsymbol\ell\cdot\mathbf s$ is traceless and becomes $+\lambda(\boldsymbol\ell\cdot\mathbf s)^T=+\lambda\,\mathbf l\cdot\mathbf S$. The occupation $n_{xy}$ has trace 2 (two spins) and becomes $2-(1-l_z^2)=1+l_z^2$, so $l_z=0$ is the hole in $xy$. The Coulomb repulsion is spin independent and rotationally invariant, and the three orbital states form one irreducible $T_{2g}$ triplet, so by Schur's lemma it is a constant. Dropping constants,
$$H=\lambda\,\mathbf l\cdot\mathbf S+\Delta\,l_z^2,\qquad H_Z=\mu_B\mathbf B\cdot\mathbf M,\qquad \mathbf M=g_e\mathbf S-k\,\mathbf l .$$

In the angular overlap model a ligand on axis $a$ raises by $e_\pi$ the two $t_{2g}$ orbitals whose label contains $a$, while its $\sigma$ interaction acts only on $e_g$. Then $\varepsilon_{xy}=4e_{\pi,\rm eq}$ and $\varepsilon_{xz}=2e_{\pi,\rm eq}+2e_{\pi,\rm ax}$, so $\Delta=2(e_{\pi,\rm eq}-e_{\pi,\rm ax})$. For $\pi$-donor ligands ($e_\pi>0$, decreasing with bond length) elongation gives $\Delta>0$. This assignment counts the six nearest ligands only; everything below depends on $\Delta$ alone.

### (b) Levels and ground doublet

Use states $|l_z,S_z\rangle$ with the standard phases $l_\pm|0\rangle=\sqrt2|\pm1\rangle$, $l_\pm|\mp1\rangle=\sqrt2|0\rangle$, and $\mathbf l\cdot\mathbf S=l_zS_z+\tfrac12(l_+S_-+l_-S_+)$. Both terms of $H$ conserve $j_z=l_z+S_z$. The states $|{+1},\uparrow\rangle$ and $|{-1},\downarrow\rangle$ are alone in their sectors, with $E_{3/2}=\Delta+\lambda/2$. For $j_z=+\tfrac12$ the basis is $|0,\uparrow\rangle,|{+1},\downarrow\rangle$; the diagonal elements are $0$ and $\Delta-\lambda/2$, and $\tfrac12l_+S_-|0,\uparrow\rangle=\tfrac{1}{\sqrt2}|{+1},\downarrow\rangle$. Hence
$$H_{1/2}=\begin{pmatrix}0&\lambda/\sqrt2\\ \lambda/\sqrt2&\Delta-\lambda/2\end{pmatrix}=\frac{2\Delta-\lambda}{4}+\begin{pmatrix}a&b\\ b&-a\end{pmatrix},\qquad a=\frac{\lambda-2\Delta}{4},\quad b=\frac{\lambda}{\sqrt2}.$$
For $j_z=-\tfrac12$, in the basis $|0,\downarrow\rangle,|{-1},\uparrow\rangle$, the term $\tfrac12l_-S_+$ gives the same matrix. The matrix is real and symmetric, so a real vector $(\sin\theta,-\cos\theta)$ suffices. The expectation value of the traceless part is
$$a(\sin^2\theta-\cos^2\theta)-2b\sin\theta\cos\theta=-a\cos2\theta-b\sin2\theta ,$$
which is lowest, and equal to $-\sqrt{a^2+b^2}$, when $(\cos2\theta,\sin2\theta)$ is parallel to $(a,b)$. With $R=4\sqrt{a^2+b^2}=\sqrt{(\lambda-2\Delta)^2+8\lambda^2}$,
$$\cos2\theta=\frac{\lambda-2\Delta}{R},\qquad \sin2\theta=\frac{2\sqrt2\lambda}{R},\qquad \tan2\theta=\frac{2\sqrt2\,\lambda}{\lambda-2\Delta},$$
$$|\tilde\uparrow\rangle=\sin\theta|0,\uparrow\rangle-\cos\theta|{+1},\downarrow\rangle,\qquad |\tilde\downarrow\rangle=\sin\theta|0,\downarrow\rangle-\cos\theta|{-1},\uparrow\rangle .$$
The tangent alone does not fix the state. The ground state needs $\sin2\theta>0$, that is $0<\theta<\pi/2$, with $\theta$ passing smoothly through $45^\circ$ at $\Delta=\lambda/2$. For $\Delta>\lambda/2$ the principal arctangent returns $\theta-\pi/2$, whose vector $(-\cos\theta,-\sin\theta)$ is the orthogonal, upper state.

The eigenvalues are $E_\pm=(2\Delta-\lambda)/4\pm R/4$, and the first row of the eigenvalue equation, $-b\cos\theta=E_-\sin\theta$, gives $E_-=-\lambda\cot\theta/\sqrt2$. Because $b\neq0$, $E_-$ lies strictly below the diagonal element $\Delta-\lambda/2$, so $E_{3/2}-E_->\lambda$; also $E_+-E_-=R/2\ge\sqrt2\lambda$. The doublet is the ground state for every $\Delta$, with a gap above $\lambda$. The weight of the hole in $xy$ is $\sin^2\theta$, equal to $1/3$ at $\Delta=0$, where $\cos2\theta=1/3$.

### (c) The $g$ values

Within the doublet write $M_a=\tfrac12\sum_bg_{ab}\sigma_b$. The operator $M_z$ conserves $j_z$ and is diagonal. In $|\tilde\uparrow\rangle$, $\langle S_z\rangle=\tfrac12(\sin^2\theta-\cos^2\theta)=-\tfrac12\cos2\theta$ and $\langle l_z\rangle=\cos^2\theta$; in $|\tilde\downarrow\rangle$ both change sign. With $2\cos^2\theta=1+\cos2\theta$,
$$g_\parallel=2\langle\tilde\uparrow|M_z|\tilde\uparrow\rangle=-g_e\cos2\theta-2k\cos^2\theta=-k-(g_e+k)\cos2\theta .$$
The operator $M_+=M_x+iM_y=g_eS_+-kl_+$ raises $j_z$ by one, so its only element is between $|\tilde\downarrow\rangle$ and $|\tilde\uparrow\rangle$. Since $S_+|\tilde\downarrow\rangle=\sin\theta|0,\uparrow\rangle$, the spin element is $\sin^2\theta$. Since $l_+|\tilde\downarrow\rangle=\sqrt2\sin\theta|{+1},\downarrow\rangle-\sqrt2\cos\theta|0,\uparrow\rangle$, the orbital element is $-2\sqrt2\sin\theta\cos\theta=-\sqrt2\sin2\theta$. Thus $M_+=g_\perp|\tilde\uparrow\rangle\langle\tilde\downarrow|$ with the real number
$$g_\perp=g_e\sin^2\theta+\sqrt2\,k\sin2\theta ,$$
and $M_x=\tfrac12(M_++M_-)=\tfrac12g_\perp\sigma_x$, $M_y=\tfrac1{2i}(M_+-M_-)=\tfrac12g_\perp\sigma_y$.

Replacing $|\tilde\downarrow\rangle$ by $-|\tilde\downarrow\rangle$ reverses $g_{xx}$ and $g_{yy}$ together, so the sign of $g_\perp$ is a convention. Quantities independent of the basis follow from $\operatorname{Tr}\sigma_a\sigma_b=2\delta_{ab}$ and $\operatorname{Tr}\sigma_a\sigma_b\sigma_c=2i\epsilon_{abc}$:
$$(gg^T)_{ab}=2\operatorname{Tr}M_aM_b,\qquad \operatorname{Tr}M_xM_yM_z=\tfrac18\,2i\det g\ \Rightarrow\ \det g=-4i\operatorname{Tr}M_xM_yM_z .$$
Here $\det g=g_\parallel g_\perp^2$, so the sign of $g_\parallel$ as defined above is the invariant sign of $\det g$.

A field at angle $\alpha$ from $z$ in the $xz$ plane gives $\tfrac12\mu_BB(g_\parallel\cos\alpha\,\sigma_z+g_\perp\sin\alpha\,\sigma_x)$, with splitting $\mu_BB\,g_{\rm eff}$ and $g_{\rm eff}=\sqrt{g_\parallel^2\cos^2\alpha+g_\perp^2\sin^2\alpha}$, which is blind to signs. Time reversal exchanges the two levels under $B\to-B$, so their difference is odd in $B$ and the first correction is of third order, small when $\mu_BB\ll\lambda$.

The sign appears in the resonance. With $\mathbf B$ along $+z$, a field $b_1(\cos\omega t,\pm\sin\omega t,0)$ couples as $\tfrac12\mu_Bb_1(M_+e^{\mp i\omega t}+M_-e^{\pm i\omega t})$, and absorption is driven by the $e^{-i\omega t}$ term. For $g_\parallel>0$ the lower level is $|\tilde\downarrow\rangle$, which requires $M_+$ and the upper sign, as for a free electron. For $g_\parallel<0$ the lower level is $|\tilde\uparrow\rangle$, which requires $M_-$ and the opposite circular polarization.

### (d) Along the curve

Put $x=1-2\delta$ and $\rho=\sqrt{x^2+8}$, so that $\cos2\theta=x/\rho$, $\sin2\theta=2\sqrt2/\rho$ and $g_\perp=\tfrac12g_e(1-\cos2\theta)+\sqrt2k\sin2\theta$. Then $d(x/\rho)/dx=1/\rho-x^2/\rho^3=8/\rho^3$, $d(1/\rho)/dx=-x/\rho^3$ and $dx/d\delta=-2$, which give
$$\frac{dg_\parallel}{d\delta}=\frac{16(g_e+k)}{\rho^3},\qquad \frac{dg_\perp}{d\delta}=\frac{8(g_e+kx)}{\rho^3}.$$
So $g_\parallel$ rises monotonically, and $g_\perp$ has a single maximum.

At the cubic point $x=1$, $\rho=3$, and $-g_\parallel=g_\perp=(g_e+4k)/3$: the tensor is isotropic in magnitude with $\det g<0$. The slopes are $16(g_e+k)/27$ and $8(g_e+k)/27$, so to first order in $\delta$ a positive $\Delta$ lowers $|g_\parallel|$ twice as fast as it raises $g_\perp$.

The zero of $g_\parallel$ requires $x/\rho=-r$ with $r=k/(g_e+k)$. Squaring, $x^2(1-r^2)=8r^2$, and $1-r^2=g_e(g_e+2k)/(g_e+k)^2$; the negative root gives
$$\delta_0=\frac12+\frac{\sqrt2\,k}{\sqrt{g_e(g_e+2k)}} .$$
There the spin and orbital moments along $z$ cancel, and $\det g$ changes sign.

The maximum of $g_\perp$ lies at $x=-g_e/k$, or $\delta=\tfrac12(1+g_e/k)$. Its value is $g_e/2$ plus the amplitude of $-\tfrac12g_e\cos2\theta+\sqrt2k\sin2\theta$, namely $g_e/2+\sqrt{g_e^2/4+2k^2}$.

For $|\delta|\gg1$, $\cos2\theta=\operatorname{sgn}(x)(1+8/x^2)^{-1/2}\approx\operatorname{sgn}(x)(1-1/\delta^2)$ and $\sin2\theta\approx\sqrt2/|\delta|$, using $x^2\approx4\delta^2$. To leading order,
$$\delta\to+\infty:\quad g_\parallel\approx g_e-\frac{g_e+k}{\delta^2},\quad g_\perp\approx g_e+\frac{2k}{\delta};$$
$$\delta\to-\infty:\quad g_\parallel\approx-(g_e+2k)+\frac{g_e+k}{\delta^2},\quad g_\perp\approx\frac{2k}{|\delta|}.$$
In the first limit the hole is in the orbital singlet $xy$ and the moment is that of a free spin. In the second the doublet is $|{+1},\downarrow\rangle,|{-1},\uparrow\rangle$: spin and orbital moments add along $z$, and $g_\perp\to0$ because $M_\pm$ cannot change $l_z$ by two.

For $g_e=2$, $k=1$, numerical diagonalization gives:

| $\delta$ | $\theta$ (deg) | $g_\parallel$ | $g_\perp$ |
|---|---|---|---|
| $-20$ | 1.97 | $-3.993$ | 0.100 |
| $-1$ | 21.66 | $-3.183$ | 1.243 |
| 0 | 35.26 | $-2.000$ | 2.000 |
| 0.5 | 45.00 | $-1.000$ | 2.414 |
| 1 | 54.74 | 0.000 | 2.667 |
| 1.5 | 62.63 | 0.732 | 2.732 |
| 20 | 87.93 | 1.992 | 2.100 |

To eliminate $\theta$, solve the formula for $g_\parallel$ as $\cos2\theta=c\equiv-(g_\parallel+k)/(g_e+k)$ and use $\sin^22\theta=1-c^2$:
$$\Big[g_\perp-\tfrac12g_e(1-c)\Big]^2=2k^2(1-c^2).$$
This is quadratic in $(g_\parallel,g_\perp)$ and bounded by $|c|\le1$, hence an ellipse; $\sin2\theta>0$ selects its upper arc. For $g_e=2$, $k=1$, $1-c=(4+g_\parallel)/3$ and $1+c=(2-g_\parallel)/3$, so
$$g_\perp=\tfrac13(4+g_\parallel)+\tfrac{\sqrt2}{3}\sqrt{(4+g_\parallel)(2-g_\parallel)},$$
running from $(-4,0)$ to $(2,2)$.

### (e) Inversion

With $u=\sin^2\theta$, $\cos2\theta=1-2u$ and $\sin2\theta=2\sqrt{u(1-u)}$, so $g_\parallel=g_e(2u-1)-2k(1-u)$ and $g_\perp=g_eu+2\sqrt2k\sqrt{u(1-u)}$. Solving the first for $k$ and inserting it in the second,
$$k=\frac{g_e(2u-1)-g_\parallel}{2(1-u)},\qquad g_\perp=g_eu+\sqrt{\frac{2u}{1-u}}\,\big[g_e(2u-1)-g_\parallel\big].$$
The condition $k>0$ means $u>u_0=\tfrac12(1+g_\parallel/g_e)$, which needs $g_\parallel<g_e$. For $\max(u_0,0)<u<1$ every factor on the right is positive and increasing, and the sum grows from $g_e\max(u_0,0)$ to infinity. There is exactly one root when $g_\perp$ exceeds that starting value, and then $\delta=\tfrac12-\sqrt2\cot2\theta$, from $x=2\sqrt2\cot2\theta$. A measured splitting supplies only $|g_\parallel|$, and each sign may satisfy these conditions.

### (f) Numbers

The parameters are round model values. $\Delta=2(0.25-0.20)=0.10$ eV corresponds to $e_{\pi,\rm eq}=0.25$ eV and $e_{\pi,\rm ax}=0.20$ eV, and $\delta=0.25$. With $\lambda-2\Delta=0.200$ eV,
$$R=\sqrt{0.200^2+8(0.40)^2}=1.1489\text{ eV},\quad \cos2\theta=\frac{0.200}{1.1489}=0.1741,\quad \sin2\theta=\frac{2\sqrt2(0.40)}{1.1489}=0.9847,$$
so $\theta=39.99^\circ$ against the cubic $35.26^\circ$, and the $xy$ hole weight is $\sin^2\theta=0.4130$, with $\cos^2\theta=0.5870$. The levels are $E_\pm=-0.200/4\pm1.1489/4$, that is $E_-=-0.337$ eV and $E_+=0.237$ eV, and $E_{3/2}=0.10+0.40/2=0.300$ eV. The excitations lie at 0.574 and 0.637 eV.

With $g_e=2.0023$,
$$g_\parallel=-2.0023(0.1741)-2(0.8)(0.5870)=-0.349-0.939=-1.288,$$
$$g_\perp=2.0023(0.4130)+\sqrt2(0.8)(0.9847)=0.827+1.114=1.941,$$
and $\det g=-1.288(1.941)^2=-4.85$. For this $k$ the cubic value is 1.734, $g_\parallel$ vanishes at $\delta_0=0.921$, and $g_\perp$ peaks at 2.512 for $\delta=1.751$. At 1 T and $\alpha=60^\circ$, $g_{\rm eff}=\sqrt{\tfrac14(1.288)^2+\tfrac34(1.941)^2}=1.800$, and the splitting is $1.800\times57.88\ \mu\text{eV}=104.2\ \mu$eV, or 25.2 GHz.

Inverting $(|g_\parallel|,g_\perp)=(1.288,1.941)$ with $g_\parallel<0$ returns $\delta=0.250$, $k=0.800$. With $g_\parallel>0$ it gives $\theta=66.5^\circ$, $\delta=1.82$, $k=0.248$, an ion with the same splittings in every field direction. The sense of circular polarization, or the excitation energies, separates the two.

The restriction to $t_{2g}^5$ is only a rough approximation for crystal fields of a few eV. At finite $10Dq$, spin-orbit and Coulomb terms admix $e_g$ configurations with amplitudes that first-order perturbation theory makes proportional to $1/10Dq$. The $e_g$ occupation is quadratic in these amplitudes. The $g$ values shift at order $1/10Dq$ by two routes: $\mathbf L$ connects $t_{2g}$ to $e_g$, as in $L_z\,xy=-i(x^2-y^2)$, which gives cross terms linear in the amplitudes; and the same couplings change the effective Hamiltonian inside $t_{2g}^5$ at second order, by energies proportional to $1/10Dq$, which moves $\theta$. All 252 states of $d^5$ were diagonalized with Racah parameters $B=0.05$ eV and $C=0.20$ eV, equal $e_\sigma$ on all ligands, the same $k$ on all of $\mathbf L$, and $10Dq$ measured from the $t_{2g}$ barycentre. The distance in the $(g_\parallel,g_\perp)$ plane from the closed formulas is $4.20\times10^{-3}$ at the artificial value 300 eV and $4.22\times10^{-4}$ at 3000 eV, a ratio of 9.97, which tests the $1/10Dq$ law; the $e_g$ occupation falls from $1.71\times10^{-5}$ to $1.72\times10^{-7}$. At $10Dq=3$ eV the occupation is 0.145 and the result is $g_\parallel=-1.58$, $g_\perp=2.01$, at distance 0.30. The larger part is in $g_\parallel$, which moves by $-0.29$, more than a fifth of its $t_{2g}^5$ value $-1.29$, while $g_\perp$ moves by $+0.07$. The distance is smaller than the $1/10Dq$ law would extrapolate, so higher orders matter there. The calculation does not separate the spin-orbit and Coulomb shares of the shift. For crystal fields of this size, $\delta$ and $k$ obtained from part (e) are effective parameters: they reproduce the two $g$ values, but they differ from the actual $\Delta/\lambda$ and orbital reduction factor and need not reproduce the excitation energies.

The numerical check checks these results against five-electron determinants built from the $l=2$ matrices, without use of $\theta$ on the numerical side.

## Calculated quantities

```
Curve for ge = 2, k = 1 (diagonalization): delta, theta(deg), g_par, g_perp
  -20.00    1.973  -3.9929   0.0997
   -5.00    7.210  -3.9055   0.3837
   -2.00   14.748  -3.6112   0.8259
   -1.00   21.657  -3.1828   1.2425
   -0.50   27.368  -2.7321   1.5774
    0.00   35.264  -2.0000   2.0000
    0.25   39.988  -1.5222   2.2185
    0.50   45.000  -1.0000   2.4142
    1.00   54.736   0.0000   2.6667
    1.50   62.632   0.7321   2.7321
    2.00   68.343   1.1828   2.6977
    5.00   81.277   1.8620   2.3780
   20.00   87.926   1.9921   2.0997
ge=2,k=1: cubic |g| = 2.0000, slopes par 1.7778, perp 0.8889
ge=2,k=1: g_par=0 at delta 1.0000; max g_perp 2.7321 at delta 1.5000
CODATA ge,k=0.8: cubic |g| = 1.7341, slopes par 1.6606, perp 0.8303
CODATA ge,k=0.8: g_par=0 at delta 0.9213; max g_perp 2.5119 at delta 1.7514
ge = 2.002319, muB = 57.8838 ueV/T, k = 0.8
lambda = 0.40 eV, Delta = 0.10 eV, delta = 0.250
e_pi(eq) = 0.25 eV, e_pi(ax) = 0.20 eV, AOM Delta = 0.100 eV
lambda - 2 Delta = 0.200 eV, R = 1.14891 eV
tan 2theta = 5.65685, theta = 39.9875 deg
cubic theta = 35.2644 deg
cos 2theta = 0.17408, sin 2theta = 0.98473
sin theta = 0.64262, cos theta = 0.76618
xy hole weight sin^2 = 0.41296, <l_z> = cos^2 = 0.58704
E- = -0.33723 eV, E+ = 0.23723 eV, E(3/2) = 0.30000 eV
gaps: E+ - E- = 0.57446 eV, E(3/2) - E- = 0.63723 eV
g_par: spin -0.34856, orbital -0.93926
g_perp: spin 0.82688, orbital 1.11410
formula: g_par = -1.28782, g_perp = 1.94098, det g = -4.85173
diagonalization: g_par = -1.28782, g_perp = 1.94098
B = 1.0 T at 60 deg from z: g_eff = 1.80005
splitting = 104.194 ueV = 25.194 GHz
inversion g_par<0: theta = 39.988 deg, delta = 0.2500, k = 0.8000
inversion g_par>0: theta = 66.520 deg, delta = 1.8206, k = 0.2482
full d5: Racah B = 0.05 eV, C = 0.20 eV
  10Dq = 3 eV: g_par = -1.57940, g_perp = 2.01497, dev = 3.01e-01, n_eg = 1.45e-01
  10Dq = 300 eV: g_par = -1.29181, g_perp = 1.94229, dev = 4.20e-03, n_eg = 1.71e-05
  10Dq = 3000 eV: g_par = -1.28822, g_perp = 1.94111, dev = 4.22e-04, n_eg = 1.72e-07
dev ratio 300 eV / 3000 eV = 9.966
```
